# Dielectric Breakdown Lifetimes from Union-Find on a Defect Lattice

## What has to be sampled

A calculation of dielectric lifetime must settle what is to be simulated afresh when the stress time, the time scale or the defect-generation exponent changes. If every stress time needs new lattices and a new connectivity search, a lifetime curve is expensive. If one defect count per run suffices, the runs can be made once and the whole curve computed from them. The second choice is justified when all cells generate defects independently and at the same rate. A further decision, how far into the early-failure tail the samples may be trusted, needs a separate error analysis.

## Model and conventions

The dielectric is a lattice of \(L\times L\times n\) cubic cells between two flat electrodes. There are \(A=L^2\) columns and \(N=An\) cells. Two defective cells are connected if they share a face, and a defect in an outer layer touches the adjacent electrode. The lateral edges are open. Breakdown occurs when a connected set of defects first joins the electrodes.

Hits fall on the cells as a Poisson process, equally likely in every cell, with mean number per cell

\[
u(t)=\left(\frac{t}{\tau}\right)^{\alpha},\qquad \alpha>0 .
\]

The first hit makes a cell defective and later hits change nothing. Heating, field enhancement near defects, recovery and correlated generation are left out.

Hits sorted by cell form independent Poisson processes. A cell has escaped all hits with probability \(e^{-u}\), so it is defective by time \(t\) with probability

\[
p(t)=1-e^{-u(t)},\qquad t=\tau\,[-\ln(1-p)]^{1/\alpha}.
\]

## From defect count to lifetime

Let \(K\) be the number of distinct defective cells at breakdown, \(T\) the breakdown time and \(D(t)\) the number of defective cells at time \(t\), counted as if generation continued after breakdown. Defects are never removed, so

\[
T\le t\quad\Longleftrightarrow\quad D(t)\ge K .
\]

The first-hit times of the cells are independent, identically distributed and continuous. Every order of the cells is therefore equally likely, and this order is independent of the sorted list of times. \(K\) depends on the order alone and \(D(t)\) on the sorted times alone, so the two are independent. Since \(D(t)\) is binomial,

\[
P(T\le t\mid K=k)=B_k(p)=\sum_{j=k}^{N}\binom Nj p^j(1-p)^{N-j}.
\]

To put the sum in closed form, differentiate it and use \(j\binom Nj=N\binom{N-1}{j-1}\) and \((N-j)\binom Nj=N\binom{N-1}{j}\):

\[
\frac{dB_k}{dp}=N\sum_{j=k}^{N}\left[\binom{N-1}{j-1}p^{j-1}(1-p)^{N-j}-\binom{N-1}{j}p^{j}(1-p)^{N-j-1}\right],
\]

where the second term is absent for \(j=N\). The second term for \(j\) cancels the first term for \(j+1\). What remains is the first term for \(j=k\):

\[
\frac{dB_k}{dp}=N\binom{N-1}{k-1}p^{k-1}(1-p)^{N-k}.
\]

Because \(B_k(0)=0\) and \(B_k(1)=1\), integration from zero gives the regularized incomplete beta function, \(B_k(p)=I_p(k,N-k+1)\). Averaging over \(K\),

\[
\boxed{F(t)=P(T\le t)=\mathbb E\left[I_{p(t)}(K,N-K+1)\right].}
\]

The parameters \(t\), \(\tau\) and \(\alpha\) enter through \(p\), while the distribution of \(K\) depends on the lattice. One set of counts thus serves every choice of these parameters.

The case \(n=1\) checks the formula. The first defect causes breakdown, so \(K=1\) and \(N=A\), and \(F=I_p(1,A)=1-(1-p)^A=1-e^{-Au}\). This is a Weibull distribution with slope \(\alpha\).

## Finding the count with union-find

Union-find stores each cluster as a tree of parent pointers, and the root names the cluster. The two electrodes are extra nodes, occupied from the start. One run proceeds as follows.

1. Draw a uniformly random order of the \(N\) cells and make each node its own root.
2. Mark the next cell as defective. For each occupied neighbour, electrodes included, find its root. If it differs from the root of the new cell, attach the smaller tree to the larger.
3. Find the roots of the two electrodes. If they agree, record the number of cells added as \(K\) and stop. Otherwise return to step 2.

The invariant is that two occupied nodes have the same root if and only if they are connected. It holds at the start, when the two electrodes are separate. A new defect creates connections only through its own faces, and step 2 merges precisely the clusters which those faces join, so the invariant survives each addition.

The electrode nodes do not create false breakdowns. On any path from the bottom node to the top node, take the last visit to the bottom node before the top is first reached. The part between these two visits consists of defects alone and crosses the dielectric.

A node moves one level deeper when its tree is attached to another that is at least as large. The tree containing it then at least doubles in size. With \(N+2\) nodes this can happen at most \(\log_2(N+2)\) times, which bounds the depth. During a find, path halving redirects a pointer from the parent to the grandparent, which shortens the path and keeps the root. Each addition needs at most six neighbour finds and two electrode finds, so a run costs at most of order \(N\log N\) operations and needs memory proportional to \(N\).

## Sampling error

For \(R\) independent runs with counts \(K_i\), let \(w_i=I_p(K_i,N-K_i+1)\). The estimate and its standard error are

\[
\widehat F=\frac1R\sum_{i=1}^R w_i,\qquad
s_F=\left[\frac{1}{R}\left(\frac1R\sum_{i=1}^R w_i^2-\widehat F^2\right)\right]^{1/2}.
\]

Plain counting would draw a time in each run and record \(X=1\) for failure by \(t\) and \(X=0\) otherwise. Since \(w=\mathbb E[X\mid K]\), the law of total variance gives

\[
F(1-F)=\operatorname{Var}X=\operatorname{Var}w+\mathbb E[w(1-w)]\ge\operatorname{Var}w .
\]

The beta-function average therefore never has a larger variance than plain counting with the same number of runs.

To convert an error in \(F\) into an error in time, use the Weibull variable \(W=\ln[-\ln(1-F)]\). Its derivative is \(dW/dF=1/\{(1-F)[-\ln(1-F)]\}\). If \(\beta=dW/d\ln t\) is the local slope, then to first order

\[
\frac{s_t}{t}\simeq\frac{s_F}{\beta\,(1-F)[-\ln(1-F)]}.
\]

These formulas fail in the far tail. Plain counting has relative error of about \(1/\sqrt{RF}\) for small \(F\), so a 10% error at \(F=10^{-9}\) would need about \(10^{11}\) runs. The beta-function average still returns a number there, but it rests on the few smallest sampled counts. Rarer, smaller counts may carry most of the true probability, and a standard error computed from the sample cannot see them.

## Early failures without sampling

**Leading terms.** A crossing path needs at least one cell in every layer. With \(n\) cells it must be a straight column, and there are \(A\) of these. With \(n+1\) cells it makes \(n\) steps, of which \(n-1\) go up. The remaining step must be lateral, because a downward step would require another upward one. A lateral step in the first or last layer leaves a complete column in the path, so it gives no new way to fail. New paths step sideways in one of the \(n-2\) interior layers. With

\[
E=2L(L-1)
\]

lateral bonds per layer, each usable in two directions, there are \(2E(n-2)\) such paths for \(n\ge2\).

Failure is the union of these events and of paths with more cells. Two different columns together contain \(2n\ge n+2\) cells. A column combined with a sidestep path, or two different sidestep paths, also contain at least \(n+2\) cells. The overlap corrections therefore start at order \(p^{n+2}\):

\[
F=Ap^n+2E(n-2)p^{n+1}+O(p^{n+2}).
\]

Exhaustive enumeration of two small lattices tested both coefficients. For a rectangular \(3\times2\) cross-section and \(n=3\), there are 6 columns and 7 lateral bonds per layer, and the coefficients are 6 and \(2\times7\times1=14\), as enumerated. For \(2\times2\) and \(n=4\) they are 4 and 16.

**Weibull slope.** At early times \(p\simeq u\) and \(F\simeq A(t/\tau)^{n\alpha}\), so the limiting slope is \(n\alpha\). The first correction shows how the slope departs from this limit. Put \(c=2E(n-2)/A\). Then \(d\ln F/d\ln p=n+cp+O(p^2)\), while \(d\ln p/d\ln u=u/(e^u-1)=1-u/2+O(u^2)\). The difference between \(W\) and \(\ln F\) is of order \(F\sim u^n\), beyond first order for \(n\ge2\). Multiplying the factors, with \(p=u+O(u^2)\) and \(d\ln u/d\ln t=\alpha\),

\[
\frac{dW}{d\ln t}=\alpha\left[n+\left(c-\frac n2\right)u+O(u^2)\right].
\]

For \(L=20\), \(E=760\) and \(c=3.8(n-2)\). The bracket \(c-n/2\) is then 2.3, 8.9 and 15.5 for \(n=3,5,7\), so the slope initially rises above \(n\alpha\).

**Rigorous bracket.** Full columns are disjoint and hence independent. Keeping them alone gives a lower bound on failure:

\[
F\ge1-(1-p^n)^A .
\]

For an upper bound, add the probabilities of all possible crossing paths. A path of \(m\) cells has \(m-1\) steps, at least \(n-1\) of them upward. Choose positions for \(n-1\) upward steps and allow six directions for each of the other \(m-n\). With \(A\) starting cells there are at most \(A\binom{m-1}{n-1}6^{m-n}\) paths, each fully defective with probability \(p^m\). Counting the two shortest classes as above gives

\[
F\le Ap^n+2E(n-2)p^{n+1}
+Ap^n\sum_{m=n+2}^{N}\binom{m-1}{n-1}(6p)^{m-n}.
\]

The upper bound is useful at small \(p\). At larger \(p\) it exceeds one and says nothing.

## Area scaling

Divide a large area into \(M\) equal blocks, each with open edges and failure probability \(F_b\). The blocks contain different cells and are independent. If any block fails, so does the whole, and paths across the seams can only add failures. Hence

\[
F_{\rm whole}\ge1-(1-F_b)^M .
\]

Equality holds if the blocks are separated so that no path can cross a seam. For a continuous dielectric the formula bounds the lifetime from the late side, which is the unsafe side for a reliability estimate.

## Worked example

Take the round parameters \(L=20\), \(n=5\), \(\alpha=0.5\) and \(\tau=10^6\ \mathrm h\), so that \(A=400\) and \(N=2000\). In 3000 runs the mean count was 395 with standard deviation 75, a mean defective fraction of 0.20.

**Median.** Solving \(\widehat F=0.5\) gives \(p=0.1998\). Then \(u=-\ln(0.8002)=0.2229\), and because \(1/\alpha=2\),

\[
t_{50}=10^6\times(0.2229)^2\ \mathrm h\simeq4.97\times10^4\ \mathrm h,
\]

or about 5.7 years. The standard error of \(F\) is 0.0081. The local slope follows from the 50% and 63.2% times, 49700 h and 57184 h: \(W\) rises by 0.367 between them, so \(\beta\simeq0.367/\ln(57184/49700)\simeq2.6\). The relative error in time is then \(0.0081/(2.6\times0.5\times0.693)\simeq0.9\%\), or about 450 h. For \(\alpha=1\) and the same \(\tau\), the same counts give \(t_{50}=0.2229\,\tau\simeq2.2\times10^5\ \mathrm h\) without another run.

Plain counting would have a standard error of 0.0091, so the gain is modest. At the median the binomial number of defects has standard deviation \(\sqrt{2000\times0.2\times0.8}\simeq18\), much less than the spread of \(K\). Most weights \(w_i\) are therefore close to zero or one, and \(\mathbb E[w(1-w)]\) is only about a fifth of the total variance \(F(1-F)\). The main benefit of the formula is the reuse of the runs.

**Independent check.** In 700 further simulations, hits were generated directly, repeats included, and breakdown was located by bisection with a separate cluster-labelling routine. Its count agreed with union-find in every case. The largest gap between the direct lifetime distribution and the formula was 0.035, below the test limit of 0.082.

**Role of sidesteps.** With straight columns alone, the median would be \(1.08\times10^5\ \mathrm h\), 2.2 times the lattice value. Paths with one or more lateral steps therefore matter greatly at the median, though they drop out of the leading early-time law. The ratio depends on \(\alpha\) because \(t\propto u^{1/\alpha}\): for \(\alpha=1\) it would be \(\sqrt{2.18}\simeq1.5\).

**Area.** At the median of the full lattice, four independent \(10\times10\) blocks give a bound of \(0.475\pm0.013\), against \(0.500\pm0.008\) for the whole. The order is as required, but the difference is less than two combined standard errors, so the seam contribution is not clearly resolved. For a device of ten full \(20\times20\) blocks, a median failure level requires \(F_b=1-0.5^{1/10}=0.067\). The sampled upper bound on its median is \(2.2\times10^4\ \mathrm h\).

**Work.** Union-find used 5.7 finds and pointer hops per defect for \(L=20\), and 5.9 for \(L=10\). A run at \(L=20\) took about 2200 such operations. Relabelling all defects after every addition would visit \(K(K+1)/2\) defects, about 81,000 on average. These are operation counts, not running times. Bisection is a fairer rival: since connectivity is never lost, about \(\log_2 2000\simeq11\) labellings locate \(K\). Union-find needs no such repeated labelling.

## Observed slope and extrapolation

The slope between \(F=5\%\) and \(63.2\%\) follows from the two times. At 63.2%, \(W=0\); at 5%, \(W=\ln[-\ln0.95]=-2.97\). For \(n=5\),

\[
\beta_{\rm obs}=\frac{2.97}{\ln(57184/19613)}=\frac{2.97}{1.070}\simeq2.78,
\]

whereas \(n\alpha=2.50\). The errors of \(F\) at the two points, 0.0036 and 0.0077, become 0.074 and 0.021 in \(W\). Combined in quadrature they give a relative slope error of about \(0.077/2.97\simeq2.6\%\), or 0.07. The excess is thus about four standard errors.

For \(n=3\) and \(n=7\), with 1200 runs each, the observed slopes are 1.52 and 3.91, against limits of 1.50 and 3.50. Plain-counting errors give uncertainties of about 0.07 and 0.18. The excess is unresolved for \(n=3\) and about two standard errors for \(n=7\). The first-order slope formula explains the initial rise, but it is not accurate in this range: for \(n=5\), \(cp\) is already \(11.4\times0.13\simeq1.5\) at the 5% point. Dividing an observed slope by \(\alpha\) need not return the number of layers.

The consequence appears at \(F=10^{-9}\). The column bound gives the later time limit. Since \(F\) is tiny, \(p\simeq(10^{-9}/400)^{1/5}=0.00478\), and \(t\simeq23.0\ \mathrm h\). The path bound gives \(p=0.00472\) and \(t\simeq22.4\ \mathrm h\). The model lifetime at this level is therefore known to within 3% without sampling.

A straight Weibull line through the 5% and 63.2% points predicts instead

\[
t_{\rm line}=57184\,(10^{-9})^{1/2.78}\ \mathrm h\simeq33\ \mathrm h,
\]

with the unrounded slope used in the evaluation. This is 1.4 times the upper limit. The slope error alone changes the exponent by \((20.7/2.78)\times0.026\simeq0.19\), a factor of about 1.2 in time. The overestimate in this sample is thus a little under two standard errors in the logarithm. More runs would reduce that scatter, but would not make the Weibull plot straight.

Starting at the 5% point and using the limiting slope 2.50 errs in the other direction:

\[
19613\left(\frac{10^{-9}}{0.0513}\right)^{1/2.50}\ \mathrm h\simeq16\ \mathrm h .
\]

The mean slope between the 5% point and the bracket is about 2.6, between the limiting and observed values. For this lattice, samples should supply the central distribution and the bracket the far tail. Between them lies a range where neither is precise: the bracket widens as \(F\) rises, and the relative sampling error grows as \(F\) falls. That range needs more runs or a method aimed at rare events.

## When the method must change

If the mean hit number \(u\) varies from device to device but is the same for all cells within one device, the counts remain valid and \(F\) is averaged over \(u\). If the rate of each cell is drawn independently from one distribution, the filling order stays uniform and only \(p(t)\) changes. If the rates follow a fixed pattern, such as a different rate in each layer, the order is no longer uniform and the beta-function formula fails. For independent cells one can then draw a first-hit time for each, sort the times and run the same union-find procedure; the time of the joining defect is \(T\). If existing defects change later generation rates, the events must be generated in sequence with updated rates. Union-find still detects breakdown as long as defects are never removed. Recovery breaks that condition, because union-find can merge clusters but cannot split them.

The sampled values used here are collected in the numerical output.

## Table of computed values

```
enumerated (3, 2, 3): coefficients of p^n, p^(n+1) = 6, 14
  F at p=0.3: enumerated 0.2050, union-find 0.2042
  largest gap in distribution of K: 0.0051
enumerated (2, 2, 4): coefficients of p^n, p^(n+1) = 4, 16
direct runs with identical K from both methods: 700
largest gap in lifetime distribution: 0.0350 (limit 0.0819)
L = 20 cells, n = 5 cells, N = 2000, runs = 3000
alpha = 0.5, tau = 1000000 h
K: mean 395.0, standard deviation 74.5
mean K/N = 0.1975
F = 0.050: p = 0.1307, t = 19613 h, standard error of F = 0.0036
F = 0.500: p = 0.1998, t = 49700 h, standard error of F = 0.0081
F = 0.632: p = 0.2127, t = 57184 h, standard error of F = 0.0077
median lifetime = 5.67 years
standard error of F at median from plain counting = 0.0091
median with straight columns only = 108221 h, ratio to lattice = 2.18
F = 0.500 for whole area; four-block bound 0.475 (standard error 0.013)
10 blocks: needed block F = 0.0670, median at most 21998 h (sampled)
finds plus hops per defect: L=10: 5.85, L=20: 5.65
finds plus hops per run, L=20: 2233
defect visits per run if relabelled: L=10: 8588, L=20: 80969
n = 3: t63 = 16240 h, observed slope 1.52, limiting slope 1.50
n = 5: t63 = 57184 h, observed slope 2.78, limiting slope 2.50
n = 7: t63 = 89059 h, observed slope 3.91, limiting slope 3.50
F = 1e-09: p between 0.004720 and 0.004782
F = 1e-09: t between 22.39 and 22.98 h
straight Weibull extrapolation to F = 1e-09: 32.72 h
extrapolated time / upper limit = 1.42
```
